# Overflow-safe quadrature of Marcus–Hush–Chidsey rates and their detailed balance

## One electrode level

Take a redox couple O + e⁻ ⇌ R held at a fixed distance from a metal electrode, and consider a single electron level of the metal. Let its energy above the Fermi level be $x$ in units of $k_BT$. Let $\eta$ be the electrode potential measured from the formal potential of the couple, and define

$$h=\frac{e\eta}{k_BT},\qquad \Lambda=\frac{\lambda}{k_BT},$$

where $\lambda$ is the reorganization energy. At $\eta=0$, transfer from the Fermi level to O costs no standard free energy. Assume that any change of the electrode potential falls entirely between the metal and the couple. A positive $\eta$ then lowers the electrons of the metal by $e\eta$ relative to the couple, so reduction costs $h$. In a real double layer part of the change can fall beyond the couple, and the cost is then smaller. An electron taken from level $x$ brings $x$ with it. The reaction free energy is therefore $h-x$ for reduction and $x-h$ for oxidation, in units of $k_BT$.

In Marcus theory the rate of each transfer is proportional to $\exp[-(\Lambda+\Delta)^2/4\Lambda]$, with $\Delta$ its reaction free energy. Reduction needs a filled level, with probability $f(x)=1/(1+e^x)$, and oxidation needs an empty one. The two rates through this level are proportional, with the same prefactor, to

$$R(x)=f(x)\,e^{-(\Lambda+h-x)^2/4\Lambda},\qquad O(x)=[1-f(x)]\,e^{-(\Lambda+x-h)^2/4\Lambda}.$$

With $b=h-x$, the squares differ by $(\Lambda+b)^2-(\Lambda-b)^2=4\Lambda b$. The ratio of the Gaussians is thus $e^{-(h-x)}$. The ratio of the occupation factors is $f/(1-f)=e^{-x}$. Multiplying them gives

$$\frac{R(x)}{O(x)}=e^{-(h-x)}e^{-x}=e^{-h}. \tag{1}$$

The level energy has cancelled. Raising the level multiplies the ratio of the two Marcus factors by $e^{x}$ in favour of reduction, but at thermal equilibrium in the metal it multiplies the odds that the level is filled by $e^{-x}$, and the two effects compensate.

## The integral over all levels

Let the metal have a constant density of states $\rho$ and a constant coupling $V$ to the couple, weak enough for the golden rule (nonadiabatic transfer). Let the environment be classical and harmonic, with one $\lambda$ for both directions. The rate constant for reduction is

$$k_{red}=\frac{2\pi|V|^2}{\hbar}\frac{\rho\,k_BT}{\sqrt{4\pi\lambda k_BT}}\int_{-\infty}^{\infty}R(x)\,dx ,$$

where $\rho k_BT\,dx$ counts the levels. Since $k_BT/\sqrt{4\pi\lambda k_BT}=1/\sqrt{4\pi\Lambda}$, this is $k_{red}=k_\infty K_{red}$ with

$$k_\infty=\frac{2\pi|V|^2\rho}{\hbar},\qquad K_{red}(h)=\frac{1}{\sqrt{4\pi\Lambda}}\int_{-\infty}^{\infty}R(x)\,dx, \tag{2}$$

and $K_{ox}$ has $O(x)$ in place of $R(x)$. When $h$ is very negative, $f=1$ over the whole Gaussian, whose area is $\sqrt{4\pi\Lambda}$, so $K_{red}\to1$. The rate levels off at $k_\infty$ instead of falling again, because levels below the Fermi level supply electrons with a smaller driving force.

Integrating (1) over $x$ gives detailed balance for the complete rates:

$$\ln\frac{K_{ox}}{K_{red}}=h. \tag{3}$$

At equilibrium $k_{red}c_O=k_{ox}c_R$, so $c_O/c_R=e^{h}$, which is the Nernst equation. The quantity $\eta$ is the overpotential in the strict sense when $c_O=c_R$. Otherwise the equilibrium value $h_{eq}=\ln(c_O/c_R)$ has to be subtracted, and the ratio of cathodic to anodic flux is $e^{-(h-h_{eq})}$.

An energy-dependent $|V|^2\rho$ would multiply $R$ and $O$ by the same function and leave (3) intact. Different values of $\Lambda$ in the two Gaussians would leave a term quadratic in $h-x$ in the ratio. Equation (1) would then fail. So it would if the electrons of the metal did not follow the Fermi function.

## Values known without quadrature

A numerical method needs reference values that do not come from itself. For constant $|V|^2\rho$, two symmetries supply them.

First, replace $x$ by $-x$ in $K_{ox}(h)$. Since $1-f(-x)=f(x)$, the result is $K_{ox}(h)=K_{red}(-h)$, and (3) becomes

$$K_{red}(h)=e^{-h}K_{red}(-h). \tag{4}$$

Second, the Gaussian in $R$ is centred at $\Lambda+h$. Changing $h$ to $-2\Lambda-h$ moves the centre to $-(\Lambda+h)$. Reversing $x$ then restores the original Gaussian but turns $f$ into $1-f$. Hence

$$K_{red}(h)+K_{red}(-2\Lambda-h)=1. \tag{5}$$

At $h=-\Lambda$ both terms are equal, so $K_{red}(-\Lambda)=\tfrac12$. Equation (4) with $h=\Lambda$ then gives $K_{red}(\Lambda)=\tfrac12e^{-\Lambda}$. Equation (5) gives $K_{red}(-3\Lambda)=1-\tfrac12e^{-\Lambda}$, and a second use of (4) gives

$$K_{red}(3\Lambda)=e^{-3\Lambda}\left(1-\tfrac12e^{-\Lambda}\right).$$

The two symmetries do not fix the rate at $h=0$: adding a small multiple of $e^{-h/2-h^2/4\Lambda}\cos(\pi h/2\Lambda)$ to $K_{red}$ would change its value there and leave (4) and (5) intact. The rate can be bracketed, however. Expanding the square gives

$$e^{-(\Lambda-x)^2/4\Lambda}=e^{-\Lambda/4}\,e^{x/2}\,e^{-x^2/4\Lambda},\qquad f(x)\,e^{x/2}=\frac{1}{2\cosh(x/2)}.$$

The standard integral $\int_0^\infty u^{p-1}/(1+u)\,du=\pi/\sin\pi p$, with $u=e^x$ and $p=a+\tfrac12$, reads

$$\int_{-\infty}^{\infty}\frac{e^{ax}}{2\cosh(x/2)}dx=\frac{\pi}{\cos\pi a}=\pi\left(1+\frac{\pi^2a^2}{2}+\dots\right).$$

The coefficients of $a^0$ and $a^2/2$ show that the weight $1/[2\cosh(x/2)]$ has area $\pi$ and second moment $\pi^3$. Because $1-y\le e^{-y}\le1$ for $y=x^2/4\Lambda$,

$$e^{-\Lambda/4}\sqrt{\frac{\pi}{4\Lambda}}\left(1-\frac{\pi^2}{4\Lambda}\right)\le K_{red}(0)\le e^{-\Lambda/4}\sqrt{\frac{\pi}{4\Lambda}}. \tag{6}$$

For $\Lambda\gg\pi^2/4$ the two sides meet. The barrier is then $\lambda/4$, and levels within a few $k_BT$ of the Fermi level carry the reaction.

## Fermi functions in floating-point arithmetic

Two direct ways of forming $1-f$ fail in double precision. The quotient $e^x/(1+e^x)$ becomes infinity divided by infinity at $x=800$ and returns "not a number". The subtraction $1-1/(1+e^x)$ fails at the other end. If $e^x<2^{-53}$, the sum $1+e^x$ is rounded to 1 and the difference is zero. This happens below $x=-53\ln2=-36.74$.

Both factors are safe when their logarithms are built from

$$s(y)=\ln(1+e^y)=\max(y,0)+\ln\!\left(1+e^{-|y|}\right). \tag{7}$$

For $y>0$ the second form follows by taking $e^y$ out of the bracket; for $y\le0$ it is the definition itself. The exponential never exceeds 1, and the last logarithm is evaluated by a library function for $\ln(1+z)$ that keeps its accuracy at small $z$. Then

$$\ln f(x)=-s(x),\qquad \ln[1-f(x)]=-s(-x),$$

the second because $1-f(x)=1/(1+e^{-x})$.

## Scaling by the peak

The logarithm of the reduction integrand is $g(x)=-(\Lambda+h-x)^2/4\Lambda-s(x)$. Since $s'(x)=e^x/(1+e^x)=1-f$ and $(1-f)'=f(1-f)$,

$$g'(x)=\frac{\Lambda+h-x}{2\Lambda}-(1-f),\qquad g''(x)=-\frac1{2\Lambda}-f(1-f). \tag{8}$$

The second derivative is negative, so $g$ has at most one maximum. At $x=h-\Lambda$ the slope is $1-(1-f)=f>0$; at $x=h+\Lambda$ it is $-(1-f)<0$. The maximum $x^*$ lies between these points and is found by bisection. By (1), the oxidation integrand has the same maximum. With

$$I=\int e^{g(x)-g(x^*)}dx,\qquad \ln K=g(x^*)+\ln I-\tfrac12\ln(4\pi\Lambda), \tag{9}$$

the quadrature handles a function whose largest value is 1, however small the rate is. A small error in $x^*$ does no harm, since the same $g(x^*)$ is subtracted and added back.

## Truncation error

The product $f(1-f)$ lies between 0 and $\tfrac14$. Put $u=x-x^*$. Because $g'(x^*)=0$, integrating the bounds on $g''$ twice gives

$$-\left(\frac1{2\Lambda}+\frac14\right)\frac{u^2}{2}\le g(x)-g(x^*)\le-\frac{u^2}{4\Lambda}. \tag{10}$$

Let the range be cut at $|u|=L=2c\sqrt\Lambda$. The upper bound limits the omitted part of $I$ to

$$2\int_L^\infty e^{-u^2/4\Lambda}du=2\sqrt{\pi\Lambda}\,\mathrm{erfc}(c),$$

and the lower bound in (10) gives

$$I\ge\sqrt{\frac{2\pi}{1/(2\Lambda)+1/4}}=\sqrt{\frac{8\pi\Lambda}{\Lambda+2}}. \tag{11}$$

Dividing the two,

$$\frac{\text{omitted part}}{I}\le\sqrt{1+\frac{\Lambda}{2}}\;\mathrm{erfc}(c). \tag{12}$$

For $\Lambda=30.945$, the value used below, and $c=6.5$, the bound is $1.6\times10^{-19}$, which is below the rounding error. A deliberately short range with $c=2$ shows how loose the bound is. It allows a relative loss of 0.0190, whereas the largest loss found at 21 potentials between −2 and 2 V is 0.0047. The latter agrees with $\mathrm{erfc}(2)$, the loss of a pure Gaussian, which is the form of the integrand when the Fermi function has no step under the peak.

## Adaptive quadrature and rounding

The range $[x^*-L,x^*+L]$ is first divided at $x^*$. On each panel $[a,b]$ a ten-point Gauss–Legendre estimate $Q$ is compared with the sum $Q_1+Q_2$ of the same rule on its halves. The halves are accepted if

$$|Q-Q_1-Q_2|\le\tau\,\frac{b-a}{2L}; \tag{13}$$

otherwise each half becomes a panel of its own. The panel widths add up to $2L$, so the accepted differences add up to at most $\tau$.

The ten-point rule integrates polynomials up to degree 19. On a short panel its error is therefore proportional to $(b-a)^{21}$. Two halves have together $2\times2^{-21}=2^{-20}$ times the error of the whole, so the difference in (13) mostly measures the error of the discarded value $Q$. This makes $\tau$ a cautious error estimate once the panels are short. Near the Fermi level, short is measured against $\pi$, the distance of the poles of $f$ from the real axis: at $h=0$ the error ratio for a panel starting at $x=0$ is $2\times10^{-4}$ for width 9 and $2\times10^{-6}$ for width 2.25. It is not a strict bound, because a coarse rule can miss a narrow feature; at the values of $\Lambda$ used here, the division at $x^*$ places nodes close enough to the peak to find it.

With $\tau=10^{-10}$ and $\Lambda=30.945$, equation (11) gives $I\ge4.85$, so the estimated relative error of $K$ is at most about $2\times10^{-11}$. The actual error is much smaller. Integration of the definitions in 50-digit arithmetic, for both directions at $\eta=-2$, $-0.5$, 0 and 1 V, differs from the adaptive result by at most $7\times10^{-15}$ in $\ln K$. An absolute error this small in $\ln K$ equals the relative error of $K$.

Rounding sets a floor for $\tau$. At large $|h|$ the terms of $g$ can reach size $|h|$, so $g$ carries an absolute error of order $\epsilon|h|$ with $\epsilon=2^{-53}\approx1.1\times10^{-16}$. On a panel this can produce a spurious difference of order $\epsilon|h|(b-a)$. At small $|h|$ the floor does not vanish, because $g$ still contains terms of order $\Lambda$ and the panel sums have a relative rounding error of order $\epsilon$; at $h=0$ and $\Lambda=30.945$ the subdivision ends for $\tau=10^{-13}$ but not for $10^{-14}$. Criterion (13) can be relied on to end the subdivision if

$$\tau\gg2L\,\epsilon\,\max(|h|,\Lambda,1). \tag{14}$$

Here $2L=4\times6.5\sqrt{30.945}=145$. At 3 V, where $|h|=116$, the right-hand side is about $2\times10^{-12}$, safely below $10^{-10}$.

## What detailed balance does not detect

Suppose both integrals use the same nodes $x_j$ and weights $w_j$. Equation (1) holds at every node, so

$$\sum_jw_jR(x_j)=e^{-h}\sum_jw_jO(x_j) \tag{15}$$

whatever the nodes are. The balance then examines the signs and the ratio $f/(1-f)$, but neither the quadrature nor a factor common to $f$ and $1-f$. The last logarithm in (7) is such a common term, since it is the same for $y$ and $-y$. If it were left out, (3) would still hold, yet at $\Lambda=30.945$ the rate at $h=0$ would come out 29 % too large.

A three-point Gauss rule on the full range makes the blindness to quadrature errors visible. At $\eta=-0.2$ V it satisfies (3) with a residual of $9\times10^{-16}$, yet its reduction rate is 10.6 times too large. The reason is plain from the nodes. The outer two lie at $u=\pm\sqrt{0.6}\,L$, where by (10) the scaled integrand is below $e^{-0.6c^2}=e^{-25}$. The middle node, of weight $8/9$, alone gives $I\approx\tfrac89L=64$, as if the peak were that wide. Dividing by 10.6 gives the true value, $I\approx6.0$.

Equation (5) does test the quadrature, because its two integrands are not proportional to each other. Being an absolute sum, however, it says little about the smaller term when the two are very unequal. Using different nodes for $K_{red}$ and $K_{ox}$ makes (3) sensitive to quadrature errors too, but only to the ratio of the factors by which the two integrals are wrong. With the three-point rule and ranges $c=6.5$ and $c=7.3$, the residual at −0.2 V is only $\ln(7.3/6.5)=0.116$, although both rates are more than ten times too large. A wrong common prefactor cancels completely.

## A worked scan

Take the round model parameters $\lambda=0.80$ eV, $T=300$ K and $k_\infty=1.0\times10^5$ s⁻¹. Then $k_BT=0.025852$ eV and $\Lambda=0.80/0.025852=30.945$. The cut is $c=6.5$ for reduction and $c=7.3$ for oxidation, so the nodes differ. The adaptive quadrature gives:

| $\eta$ (V) | $k_{red}$ (s⁻¹) | $k_{ox}$ (s⁻¹) | $\ln(k_{ox}/k_{red})$ |
|---:|---:|---:|---:|
| −2.0 | $1.00\times10^5$ | $2.52\times10^{-29}$ | −77.363 |
| −0.8 | $5.00\times10^4$ | $1.82\times10^{-9}$ | −30.945 |
| −0.4 | $2.77\times10^3$ | $5.27\times10^{-4}$ | −15.473 |
| −0.2 | $2.03\times10^2$ | $8.88\times10^{-2}$ | −7.736 |
| 0.0 | 6.49 | 6.49 | 0.000 |

Positive potentials exchange the two rate columns and reverse the sign of the last.

At −0.4 V, $h=-0.4/0.025852=-15.473$, as in the last column. At −0.8 V, $h=-\Lambda$ and the reduction rate is half the plateau. The oxidation rate there is $\tfrac12e^{-30.945}k_\infty=1.82\times10^{-9}$ s⁻¹, as (4) requires. At zero potential, (6) gives the upper limit

$$10^5\,e^{-7.736}\sqrt{\frac{\pi}{4\times30.945}}\ \text{s}^{-1}=6.96\ \text{s}^{-1}.$$

The lower limit is smaller by the factor $1-\pi^2/123.8=0.920$, which makes it 6.40 s⁻¹. The computed 6.49 s⁻¹ lies between them.

The reduction rate bends away from an exponential law. Differentiating the logarithm of (4) at $h=0$ gives $2\,d\ln K_{red}/dh=-1$, hence a slope of $-\tfrac12$. Continued over 0.2 V, this slope would raise the rate by $e^{7.736/2}=48$. The table gives a factor of 31 for the first 0.2 V and 14 for the next.

Over 121 equally spaced potentials from −3 to 3 V, $\ln(k_{ox}/k_{red})$ runs from −116.0 to 116.0. The largest deviation from (3) is $4\times10^{-14}$, a few times the rounding estimate $\epsilon|h|=1.3\times10^{-14}$ at the ends. The sum in (5) departs from 1 by at most $1.2\times10^{-15}$. Each reduction integral needs between 6 and 12 accepted panels. These potentials probe the model and the arithmetic; they do not imply that an electrolyte would survive them.

The row at −2 V shows why the safe Fermi function matters. The integrand peaks at $x^*=-46.4$, well below the threshold −36.74 for subtraction. A uniform sum over 20,001 points, with $1-f$ formed by subtraction, keeps only 0.116 of the oxidation rate. The same sum with (7) recovers it to the ten decimals computed.

The retained fraction can be estimated. Here $f\approx1$ under the peak, and by (1) the oxidation integrand is a Gaussian of standard deviation $\sqrt{2\Lambda}=7.87$. The threshold lies $(46.42-36.74)/7.87=1.23$ standard deviations above its centre, which leaves a fraction 0.109. The cut is not clean, however. Just above the threshold the sum $1+e^x$ is rounded up to $1+2^{-52}$, and the subtraction returns up to twice the true $e^x$. This accounts for the direction of the small excess over 0.109.

Finally, let $|h|=1000$, which means 25.85 V at this temperature and has no electrochemical meaning. The slower rate has $\ln K=-1000.000$, and its exponential underflows to zero. The logarithms still satisfy (3) with no visible residual. Adjacent double-precision numbers near 1000 are about $10^{-13}$ apart, so this shows agreement to that resolution and no finer. Over such a range the logarithm of the rate, not the rate, has to be stored and compared.
